# Two-photon decay of the hydrogenic 2s level, part 2

One electron, bound to a point nucleus of charge $Z$, decays by $2s \to 1s + \gamma + \gamma$ (Schrödinger theory without spin, electric-dipole approximation). Wanted are the total rate $W$ and the photon spectrum $A(y)$ for $Z=1$ and infinite nuclear mass, using a discrete set of intermediate p functions, then the dependence of $W$ on $Z$ and nuclear mass. Atomic units are used ($\hbar = m = e = 1$, $c = 1/\alpha$, lengths in $a_0$, energies in $E_h$); dividing by $t_a = 2.418884\times10^{-17}$ s gives rates in $\mathrm{s}^{-1}$.

For a fixed nucleus $H = p^2/2 - Z/r$. The photon energies are $\omega_1=y\omega_0$ and $\omega_2=(1-y)\omega_0$, with $\omega_0=E_{2s}-E_{1s}$. States are $u(r)Y_{lm}/r$, $\mathbf n=\mathbf r/r$, $\Delta_n=E_n-E_{2s}$, $\rho_n=R(1s,np)\,R(np,2s)$ and $R(a,b)=\int_0^\infty u_a\,r\,u_b\,dr$. With a complete set of p states, polarizations $\boldsymbol\epsilon_i$ and box volume $V$, the amplitude $M$ and the rate follow from

$$\sum_n(2\Delta_n + \omega_0)\rho_n = 3\langle 1s|2s\rangle = 0. \tag{1}$$

$$M = \frac{2\pi\sqrt{\omega_1\omega_2}}{V}\,\frac{\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2}{3}\,[T(\omega_1) + T(\omega_2)], \qquad T(\omega) = \sum_n\frac{\rho_n}{\Delta_n + \omega}. \tag{2}$$

$$W = \frac12\int_0^1A(y)\,dy, \qquad A(y) = \frac{8\alpha^6}{27\pi}\,\omega_0\,\omega_1^3\omega_2^3\,[T(\omega_1) + T(\omega_2)]^2. \tag{3}$$

For $Z=1$, $\omega_0=0.375$, $u_{1s}=2re^{-r}$, $u_{2s}=r(1-r/2)e^{-r/2}/\sqrt2$, $u_{2p}=r^2e^{-r/2}/\sqrt{24}$ and $\rho_2=-6.70442$. The 2p state alone gives

$$A_{2p}(y) = s\,y(1-y), \qquad s = \frac{8\alpha^6}{27\pi}\,\omega_0^5\rho_2^2 . \tag{4}$$

and $W_{2p}=16.355\ \mathrm{s}^{-1}$. The bound p states together give $W_{\rm bound}=10.01\ \mathrm{s}^{-1}$, which is wrong because they omit the continuum; completeness requires $\sum_n\rho_n=\langle 1s|r^2|2s\rangle=-2.97974$.

The Laguerre polynomials $L_k^{(a)}$ satisfy, for smooth $F$ that does not spoil convergence,

$$\int_0^\infty x^ae^{-x}L_k^{(a)}F\,dx = \frac{(-1)^k}{k!}\int_0^\infty x^{k+a}e^{-x}F^{(k)}dx. \tag{5}$$

$$\int_0^\infty x^ae^{-\beta x}L_k^{(a)}dx = \frac{(k+a)!}{k!}\,\frac{(\beta-1)^k}{\beta^{k+a+1}}. \tag{6}$$

With $x=2\kappa r$, $c_k=(k+3)!/k!$ and $S_k=x^2e^{-x/2}L_k^{(3)}(x)$,

$$\left(-\frac12\frac{d^2}{dr^2} + \frac1{r^2} + \frac{\kappa^2}2\right)S_k = \frac{\kappa(k+2)}{r}\,S_k. \tag{7}$$

$$a_k = \int ru_{1s}S_k\,dr = \frac{2I_4(\beta_1)}{(2\kappa)^3}, \qquad b_k = \int ru_{2s}S_k\,dr = \frac1{\sqrt2}\left[\frac{I_4(\beta_2)}{(2\kappa)^3} - \frac{I_5(\beta_2)}{2(2\kappa)^4}\right], \tag{8}$$

where $\beta_1=\tfrac12+1/2\kappa$, $\beta_2=\tfrac12+1/4\kappa$, $I_4=\int x^4e^{-\beta x}L_k^{(3)}dx$ and $I_5=\int x^5e^{-\beta x}L_k^{(3)}dx$. The bound state $np$ has $\kappa=1/n$, $k=n-2$ and $\rho_n=a_kb_k/n^2c_k$.

## The correct solution: a complete discrete basis

Let $H_1 = -\tfrac12d^2/dr^2 + 1/r^2 - 1/r$ be the radial Hamiltonian for $l=1$, $f = ru_{1s}$, $g = ru_{2s}$ and $B = H_1 - E_{2s} + \omega$. The complete sum in (2) is the spectral form of an inverse:

$$T(\omega) = \langle f|B^{-1}|g\rangle = \langle f|\psi\rangle, \qquad B\psi = g. \tag{10}$$

The lowest eigenvalue of $H_1$ is $-\tfrac18 = E_{2s}$, so $B\ge\omega>0$, and $\psi$ is square-integrable: up to powers of $r$ it decays like the source, $e^{-r/2}$, because the decaying solution of the homogeneous equation, $e^{-\kappa r}$ with $-\kappa^2/2 = -\tfrac18 - \omega$, has $\kappa>\tfrac12$ and falls faster. What has to be represented is this compact function, not the scattering states, and any set that is complete for such functions will do.

Take

$$\varphi_k = \sqrt{2\lambda\,k!/(k+4)!}\;x^2e^{-x/2}L_k^{(4)}(x), \qquad x = 2\lambda r, \quad k = 0,\dots,N-1 .$$

By (5) with $a = 4$ and $dr = dx/2\lambda$ these are orthonormal. They span $r^2e^{-\lambda r}$ times polynomials of degree below $N$. All have the same exponent, unlike the bound states, whose exponent $1/n$ tends to zero; polynomials are complete for the weight $x^4e^{-x}$.

Seek $\psi_N$ in this span with $\langle v|B\psi_N - g\rangle = 0$ for every $v$ in the span (the Galerkin condition). This is a linear system with the matrix $H_{jk} = \langle\varphi_j|H_1|\varphi_k\rangle$. If $|\nu\rangle$ and $\varepsilon_\nu$ are its eigenvectors and eigenvalues, the pseudostates, the system is diagonal and

$$T_N(\omega) = \langle f|\psi_N\rangle = \sum_{\nu=1}^N\frac{\langle f|\nu\rangle\langle\nu|g\rangle}{\varepsilon_\nu - E_{2s} + \omega}. \tag{11}$$

This has the form of (2), and one diagonalization serves every $\omega$.

The error is of second order. Let $\chi = B^{-1}f$ and $\chi_N$ its Galerkin approximation. Then $T - T_N = \langle f|\psi - \psi_N\rangle = \langle\chi|B|\psi - \psi_N\rangle$, and since $B(\psi - \psi_N) = g - B\psi_N$ is orthogonal to the span, $\chi_N$ may be subtracted:

$$T - T_N = \langle\chi - \chi_N|B|\psi - \psi_N\rangle. \tag{12}$$

Because $f\ne g$ this has no fixed sign, and $T_N$ is not a bound. For a rough rate, (6) with $a=4$ and $\beta = \tfrac12 + b/2\lambda$ shows that the coefficients of $r^2e^{-br}$ fall as $[(b-\lambda)/(b+\lambda)]^k$, up to powers of $k$. The exponents present in $\psi$ and $\chi$ lie between $\tfrac12$ and 1, so for $\lambda = \tfrac12$ the ratio is at most $\tfrac13$ in each factor of (12). This is an estimate that treats $\psi$ and $\chi$ as superpositions of such exponentials; the convergence itself is established numerically below.

The pseudostates introduce no false poles. The span of the first $\nu$ pseudostates has dimension $\nu$, so it contains a vector orthogonal to the $\nu-1$ lowest exact p states. The mean energy of that vector is at most $\varepsilon_\nu$ and at least the $\nu$-th exact eigenvalue, so $\varepsilon_\nu\ge-1/2(\nu+1)^2$ (the Hylleraas–Undheim–MacDonald theorem; tested for all 30 states). All denominators in (11) are thus at least $\omega$. The choice $\lambda = \tfrac12$ makes $\varphi_0 = u_{2p}$, so the pole at $\omega = 0$ is exact. It also puts $g$ in the span for $N\ge2$, so the closure sum equals $\langle f|g\rangle$ for any such $N$.

For the matrix, write $\ell_k = \sqrt{k!/(k+4)!}\,L_k^{(4)}$. Then $d(x^2e^{-x/2}\ell_k)/dx = xe^{-x/2}P_k$ with $P_k = 2\ell_k + x\ell_k' - \tfrac12x\ell_k$, where the series gives $dL_k^{(4)}/dx = -L_{k-1}^{(5)}$. One integration by parts of the kinetic term, with $1/r^2 = (2\lambda)^2/x^2$ and $1/r = 2\lambda/x$, yields

$$H_{jk} = \frac{(2\lambda)^2}{2}\int x^2e^{-x}(P_jP_k + 2\ell_j\ell_k)\,dx - 2\lambda\int x^2e^{-x}\,x\,\ell_j\ell_k\,dx .$$

The polynomials have degree at most $2N$, and Gauss–Laguerre quadrature with weight $x^2e^{-x}$ and $N+2$ nodes is exact to degree $2N+3$. The overlaps with $f$ and $g$ are polynomials times $e^{-(\lambda+1)r}$ or $e^{-(\lambda+1/2)r}$ and are integrated exactly in the same way.

For $\lambda = \tfrac12$ and $N = 30$, 8 pseudostates have negative energy and 22 have positive energy.

| state | $\varepsilon_\nu$ ($E_h$) | product ($a_0^2$) |
|---|---|---|
| 1 | $-0.125$ | $-6.70442$ |
| 2 | $-0.0555556$ | $1.58356$ |
| 3 | $-0.03125$ | $0.390561$ |
| 4 | $-0.02$ | $0.161527$ |
| 11 | $0.0135859$ | $0.0917795$ |
| 21 | $0.279677$ | $0.065541$ |
| 30 | $22.3486$ | $1.11\times10^{-5}$ |

The first four have the energies of 2p to 5p, and the products of the first two were tested against (8). The positive-energy ones are not eigenstates of the atom, and their energies change with $N$ and $\lambda$; each stands for a band of the continuum, and its product depends on the width of that band, whereas sums such as (11) converge as $N$ grows. The closure sum is $-2.979742156$, equal to the exact value, which by the remark above tests the quadrature and not the convergence. The sum rule (1) is not built in: with $\Pi$ the projector on the span the sum is $2\langle f|\Pi H_1|g\rangle - (E_{1s}+E_{2s})\langle f|g\rangle$, and neither $f$ nor $H_1g$, which contains a term proportional to $re^{-r/2}$, lies in the span. It was tested, and its residual is $2\times10^{-14}$, at the level of rounding.

## Three checks on the intermediate sum

The first check returns to the amplitude written with $\mathbf p$. The gradient of an s state is $\mathbf n\,(u_s/r)'\,Y_{00}$, so the radial integral of $\nabla$ is $D_s = \int u_n(u_s' - u_s/r)\,dr$, the two momentum factors give $(iD_{1s})(-iD_{2s}) = D_{1s}D_{2s}$, and the velocity amplitude $M_V = \sum D_{1s}D_{2s}[(\Delta+\omega_1)^{-1} + (\Delta+\omega_2)^{-1}]$ must equal $-\omega_1\omega_2[T(\omega_1) + T(\omega_2)]$. Using $(ru)'' = ru'' + 2u'$ and the s-state equation, $(H_1 - E_s)(ru_s) = -(u_s' - u_s/r)$. For a pseudostate this gives $D_s = -(\varepsilon_\nu - E_s)\langle\nu|ru_s\rangle$ if $ru_s$ lies in the span or if the pseudostate is an exact eigenstate of $H_1$. For 1s the first condition fails, and with $\lambda = \tfrac12$ the second is met only by 2p. The two forms can therefore differ at finite $N$, and their agreement is a test of convergence.

| $N$ | $W$, length ($\mathrm{s}^{-1}$) | $W$, velocity ($\mathrm{s}^{-1}$) |
|---|---|---|
| 2 | 7.83807293 | 5.93240485 |
| 4 | 8.23450997 | 8.18212866 |
| 6 | 8.22956546 | 8.22856116 |
| 8 | 8.22935688 | 8.22933984 |
| 12 | 8.22935221 | 8.22935221 |
| 30 | 8.22935221 | 8.22935221 |

Against the $N = 30$ value the length form is off by $-0.39$, $+5.2\times10^{-3}$, $+2.1\times10^{-4}$ and $+4.7\times10^{-6}\ \mathrm{s}^{-1}$ for $N = 2, 4, 6, 8$. The change of sign is allowed by (12). From $N=4$ on the error falls by factors of 24 and 46 for each two added functions, between the factor 9 that one power of $\tfrac13$ per function would give and the factor 81 that two powers would give; the estimate above drops powers of $k$, and the asymptotic rate was not tested. With this choice of $\lambda$, which contains $u_{2p}$ and $g$ exactly, four functions bring the length form within $0.07\%$ of the converged rate; the velocity form is then still $0.6\%$ below it.

The second check solves (10) in the functions $S_k$ with $\kappa = \sqrt{\tfrac14 + 2\omega}$, so that $-E_{2s} + \omega = \kappa^2/2$. By (7), $BS_k = [\kappa(k+2) - 1]S_k/r$, and by (5), $\int S_jS_k\,dr/r = \int x^3e^{-x}L_j^{(3)}L_k^{(3)}dx = c_k\delta_{jk}$. Inserting $\psi = \sum_kC_kS_k$ and projecting on $S_k$ gives $C_k = b_k/\{[\kappa(k+2) - 1]c_k\}$, and so the Sturmian series

$$T(\omega) = \sum_{k=0}^\infty\frac{a_kb_k}{[\kappa(k+2) - 1]\,c_k},$$

with $a_k$, $b_k$ from (8) and no diagonalization. Here $q_1 = (1-\kappa)/(1+\kappa)$ and $q_2 = (1-2\kappa)/(1+2\kappa)$, each at most $\tfrac13$ in size for $\tfrac12\le\kappa\le1$, so the terms fall geometrically up to powers of $k$. As $\omega\to0$, $2\kappa - 1\to4\omega$ and the $k=0$ term is $a_0b_0/24\omega = \rho_2/\omega$, since $n^2c_0 = 24$ for $n=2$. These are the same polynomials as in the bound states; keeping $\kappa$ fixed while $k$ grows is what makes the set complete. Forty terms reproduce the rate within the asserted $10^{-9}$ relative.

The third check uses no basis. Equation (10) is discretized with the three-point second difference on $0<r<90$, whose leading error is $\propto h^2$, and $[4T(h) - T(2h)]/3$ with $h = 0.01$ removes it. At $y = 0.2, 0.5, 0.8$ this gives $T = -69.2592274$, $-23.5609663$, $-13.5359330$, against $-69.2592275$, $-23.5609663$, $-13.5359330$ from both expansions.

## Spectrum and total rate

| $y$ | $T(\omega_1)$ | $T(\omega_2)$ | $A(y)$ ($\mathrm{s}^{-1}$) |
|---|---|---|---|
| 0.01 | $-1752.1854$ | $-10.5518$ | 1.85120 |
| 0.05 | $-327.0295$ | $-11.0712$ | 7.52220 |
| 0.1 | $-152.8012$ | $-11.7924$ | 12.12623 |
| 0.2 | $-69.2592$ | $-13.5359$ | 17.24019 |
| 0.3 | $-43.0917$ | $-15.8358$ | 19.74540 |
| 0.4 | $-30.6813$ | $-18.9925$ | 20.94402 |
| 0.5 | $-23.5610$ | $-23.5610$ | 21.30288 |

$T$ is in $a_0^2/E_h$. A single ordering is far from symmetric; only the sum is.

At $y = 0.5$, $\omega_1 = \omega_2 = 0.1875$, so $\omega_1^3\omega_2^3 = 4.345179\times10^{-5}$ and $(2\times23.560966)^2 = 2220.476$. With $\omega_0\cdot8\alpha^6/27\pi = 5.340717\times10^{-15}$,

$$A(0.5) = \frac{5.340717\times10^{-15}\times4.345179\times10^{-5}\times2220.476}{2.418884\times10^{-17}\ \mathrm s} = 21.303\ \mathrm{s}^{-1}.$$

At $y = 0.2$, $\omega_1\omega_2 = 0.075\times0.3 = 0.0225$, its cube is $1.139063\times10^{-5}$, $(82.79516)^2 = 6855.04$, and the same steps give $17.240\ \mathrm{s}^{-1}$.

Near $y = 0$ the 2p pole dominates. Writing $T(\omega_1) + T(\omega_2) = \eta\,\rho_2/y\omega_0$, where $\eta\to1$ because all other terms stay finite, (3) becomes $A = s\,y(1-y)^3\eta^2$. The spectrum starts linearly, with the slope $s = 196.260\ \mathrm{s}^{-1}$ of (4), and not as $y^3$, which would hold without a degenerate p level. The slope was tested at $y = 10^{-6}$. At $y = 0.01$ the pole term is $-6.70442/0.00375 = -1787.845$, the full amplitude is $-1762.737$, $\eta = 0.985956$, and $1.962601\times0.970299\times0.972110 = 1.8512\ \mathrm{s}^{-1}$, which is $5.7\%$ below $sy$.

Relative to 2p, the other states matter most in the middle. Their own contribution to $T(\omega_1) + T(\omega_2)$ falls from $+43.2$ at $y = 0.01$ to $+24.4$ at $y = 0.5$, but the size of the 2p amplitude $\rho_2\omega_0/\omega_1\omega_2$ falls much faster, from $1805.9$ to $71.5$, so the fraction they cancel rises from $2\%$ to $34\%$. At $y = 0.5$ the 2p part of $T$ is $-6.70442/0.1875 = -35.757$, the other states add $+12.196$, and the parabola's peak $s/4 = 49.065\ \mathrm{s}^{-1}$ is reduced by $(23.561/35.757)^2 = 0.4342$. The ends keep their slope while the centre is lowered, so the top is flat. The half maximum lies at $y = 0.08146$ and the full width is $0.83708$ in $y$, against $1/\sqrt2$ for the parabola. $A$ was tested to rise monotonically on 250 points between $y = 0.002$ and $0.5$, so on that grid the centre is the only maximum. With $\omega_0 = 10.204$ eV the width is $8.542$ eV, and the centre corresponds to $243.005$ nm for infinite nuclear mass.

By symmetry $W = \int_0^{1/2}A\,dy$. The trapezoid rule with $h = 0.1$ gives $0.1\times(12.12623 + 17.24019 + 19.74540 + 20.94402 + 10.65144) = 8.0707$. Its error on each interval is $h^3A''/12$ to leading order, which sums to $(h^2/12)[A'(\tfrac12) - A'(0)]$; with $A'(\tfrac12) = 0$ the correction is $+0.01\times196.26/12 = 0.1636$, for an estimate of $8.234\ \mathrm{s}^{-1}$. For the accurate value, $A$ is analytic on $[0,1]$, since $\omega^3$ cancels the double pole of 2p, and its nearest singularities come from 3p, at $\omega = -\Delta_3 = -5/72$, that is $y = -5/27$ and its mirror point. Gauss–Legendre quadrature therefore converges geometrically; 32 and 48 points agree within the asserted $10^{-10}$. The result is $W = 1.3182227\times10^{-3}\,\alpha^6 = 1.9905851\times10^{-16}$ in atomic units, and

$$W = \frac{1.9905851\times10^{-16}}{2.4188843\times10^{-17}\ \mathrm s} = 8.22935\ \mathrm{s}^{-1}, \qquad \tau = 1/W = 0.121516\ \mathrm s .$$

The trapezoid estimate is $0.06\%$ above this value. The bound-state rate is $10.0135/8.22935 = 1.217$ times the correct one, and the 2p rate $1.987$ times; the ordering $W_{2p}>W_{\rm bound}>W$ is asserted in the program.

## Nuclear charge and mass

Let the nucleus have mass $M$ in electron masses. With $\mathbf r = \mathbf r_e - \mathbf r_N$, total momentum $\mathbf P$ and relative momentum $\mathbf p$, one has $\mathbf p_e = \mathbf p + \mathbf P/(M+1)$ and $\mathbf p_N = -\mathbf p + M\mathbf P/(M+1)$, and the internal Hamiltonian is $p^2/2\mu - Z/r$ with $\mu = M/(M+1)$. Both particles couple to the field, through $\alpha\mathbf A\cdot(\mathbf p_e - Z\mathbf p_N/M)$. The coefficient of $\mathbf p$ is $1 + Z/M = q/\mu$ with $q = (M+Z)/(M+1)$. The part with $\mathbf P$ does not act on the internal state; in second order it multiplies $\langle 1s|2s\rangle$ or $\langle 1s|\mathbf p|2s\rangle$, both zero. The recoil energy is neglected. Now $\mathbf p = i\mu[H,\mathbf r]$, so each vertex is $iq[H,\mathbf r]$, the right side of (1) becomes $3\langle 1s|2s\rangle/\mu = 0$, and (2) is multiplied by $q^2$ and (3) by $q^4$. The same $q$ appears in the dipole moment, $-\mathbf r_e + Z\mathbf r_N = -q\,\mathbf r$ plus a centre-of-mass term, which was tested symbolically.

The substitution $\mathbf r = \boldsymbol\varrho/\mu Z$ turns the internal Hamiltonian into $\mu Z^2(-\tfrac12\nabla_\varrho^2 - 1/\varrho)$. Energies scale as $\mu Z^2$ and lengths as $1/\mu Z$, so at fixed $y$, $T\propto(\mu Z)^{-2}(\mu Z^2)^{-1} = \mu^{-3}Z^{-4}$, and $A\propto\omega_0^7T^2\propto\mu^7Z^{14}\mu^{-6}Z^{-8}$. The shape of $A(y)$ is the same for all $Z$ and $M$, and

$$W = 8.229\ \mathrm{s}^{-1}\times Z^6\,\mu\,q^4 .$$

The pure $Z^6$ law thus holds for $M\to\infty$. The scaling was tested with basis exponents that do not scale with the atom, so that the matrices differ: $Z = 3$, $\lambda = 1.2$ gives $W/Z^6 = 8.2293522\ \mathrm{s}^{-1}$, and $Z = 2$, $\mu = 0.8$, $\lambda = 0.9$ (without the factor $q^4$) gives the same value for $W/\mu Z^6$.

For hydrogen, $M = 1836.153$, $q = 1$ and $W = 8.22935\times0.99945568 = 8.22487\ \mathrm{s}^{-1}$, with lifetime $0.121582$ s. For He$^+$, $M = 7294.300$, $\mu = 0.99986293$, $q = 1.00013707$, so $\mu q^4 = 1.000411$ and $W$ goes from $526.679$ to $526.895\ \mathrm{s}^{-1}$, with lifetime $1.8979\times10^{-3}$ s. The finite mass lowers the rate in H and raises it in He$^+$. To first order in $1/M$, $\mu\approx1 - 1/M$ and $q\approx1 + (Z-1)/M$, so $\mu q^4\approx1 + (4Z-5)/M$, a relative shift of $-1/M$ for $Z=1$ and $+3/M$ for $Z=2$. In the dipole moment the electron contributes $M/(M+1)$ to $q$ and the moving nucleus $Z/(M+1)$; for $Z=1$ these add up to exactly 1, so only $\mu$ acts, and for $Z>1$ they exceed 1.

The digits above belong to the model. Relativistic corrections are expected at relative order $(Z\alpha)^2$, which is $5\times10^{-5}$ for H and $2\times10^{-4}$ for He$^+$, and retardation at order $(2.737\times10^{-3}Z)^2$; these are order estimates with coefficients not computed here. As statements about real atoms the results are about $8.225\ \mathrm{s}^{-1}$ for H and $527\ \mathrm{s}^{-1}$ for He$^+$, where the mass correction is of the same order as the omitted relativistic one. At large $Z$ the expansion in $Z\alpha$ fails, and the one-photon magnetic-dipole decay, absent from the spinless theory, must be added. The linear endpoints need exact degeneracy: in real hydrogen the 2p levels are displaced from 2s by roughly $4\times10^{-5}$ eV or less, so the law $A\approx sy$ needs $y$ to be well above the ratio of this displacement to the transition energy, which is about $4\times10^{-6}$. The near degeneracy also lets a static electric field or a passing charge mix 2p into 2s and open the one-photon channel, so $\tau$ is the lifetime of an isolated atom in a field-free region.

## Numbers as computed

```
alpha = 7.2973525643e-03; atomic unit of time = 2.418884327e-17 s
prefactor 8 alpha^6/(27 pi) = 1.42419129e-14
w0 = 0.375000 Eh = 10.20427 eV; w0*alpha*a0 (k a0) = 2.737e-03
wavelength at y=1/2 = 243.005 nm
angular factor = 0.3333333333; mean polarization sum = 1.3333333333
R(1s,2p) = 1.29026620 a0; R(2p,2s) = -5.19615242 a0
basis lam = 0.5 1/a0, N = 30; negative-energy states: 8
state 1: E = -0.125 Eh, R1*R2 = -6.70442 a0^2
state 2: E = -0.055555556 Eh, R1*R2 = 1.58356 a0^2
state 3: E = -0.03125 Eh, R1*R2 = 0.390561 a0^2
state 4: E = -0.02 Eh, R1*R2 = 0.161527 a0^2
state 11: E = 0.013585894 Eh, R1*R2 = 0.0917795 a0^2
state 21: E = 0.27967749 Eh, R1*R2 = 0.065541 a0^2
state 30: E = 22.348583 Eh, R1*R2 = 1.11003e-05 a0^2
closure sum = -2.979742156 a0^2; <1s|r^2|2s> = -2.979742156 a0^2
energy-weighted sum rule residual = 2.2e-14 Eh a0^2
N = 2: W length = 7.83807293 1/s, velocity = 5.93240485 1/s
N = 4: W length = 8.23450997 1/s, velocity = 8.18212866 1/s
N = 6: W length = 8.22956546 1/s, velocity = 8.22856116 1/s
N = 8: W length = 8.22935688 1/s, velocity = 8.22933984 1/s
N = 12: W length = 8.22935221 1/s, velocity = 8.22935221 1/s
N = 20: W length = 8.22935221 1/s, velocity = 8.22935221 1/s
N = 30: W length = 8.22935221 1/s, velocity = 8.22935221 1/s
y = 0.01: T(w1) = -1752.185416, T(w2) = -10.551812 a0^2/Eh, A = 1.85120 1/s
y = 0.05: T(w1) = -327.029452, T(w2) = -11.071228 a0^2/Eh, A = 7.52220 1/s
y = 0.1: T(w1) = -152.801220, T(w2) = -11.792424 a0^2/Eh, A = 12.12623 1/s
y = 0.2: T(w1) = -69.259227, T(w2) = -13.535933 a0^2/Eh, A = 17.24019 1/s
y = 0.3: T(w1) = -43.091710, T(w2) = -15.835781 a0^2/Eh, A = 19.74540 1/s
y = 0.4: T(w1) = -30.681251, T(w2) = -18.992520 a0^2/Eh, A = 20.94402 1/s
y = 0.5: T(w1) = -23.560966, T(w2) = -23.560966 a0^2/Eh, A = 21.30288 1/s
y = 0.2: T basis -69.2592275, Sturmian -69.2592275, fin.diff. -69.2592274 a0^2/Eh
y = 0.5: T basis -23.5609663, Sturmian -23.5609663, fin.diff. -23.5609663 a0^2/Eh
y = 0.8: T basis -13.5359330, Sturmian -13.5359330, fin.diff. -13.5359330 a0^2/Eh
endpoint slope dA/dy = 196.2601 1/s
half maximum at y = 0.08146; full width = 0.83708 = 8.5418 eV
W/alpha^6 = 1.318222667e-03 atomic units; W = 1.9905851e-16 atomic units
W (basis) = 8.2293522 1/s; lifetime = 0.1215162 s
W (Sturmian) = 8.2293522 1/s
W (box modes, n0 = 50) = 8.2123 1/s, relative deviation -2.1e-03
W 2p only = 16.3550 1/s; bound n<=2000 only = 10.0135 1/s
closure: bound part -4.29878, continuum part 1.31904 a0^2
Z=3, lam=1.2: W/Z^6 = 8.2293522 1/s
Z=2, mu=0.8, lam=0.9: W/(mu Z^6) = 8.2293522 1/s
H: M = 1836.153 m_e, mu = 0.99945568, q = 1.00000000
H: W = 8.22487 1/s, lifetime = 1.215824e-01 s, W(M=inf) = 8.22935 1/s
He+: M = 7294.300 m_e, mu = 0.99986293, q = 1.00013707
He+: W = 526.89514 1/s, lifetime = 1.897911e-03 s, W(M=inf) = 526.67854 1/s
```
